# Transport and Quantum Lifetimes for Remote Charges Above a Two-Dimensional Electron Gas: test program

```python
"""
Result under test: a degenerate two-dimensional electron gas scattered by a
distant sheet of random charges, with strong screening, has
    tau_t / tau_q -> (2 kF d)^2      for kF d >> 1 and qs d >> 1.
tau_t: transport lifetime, tau_q: quantum (single-particle) lifetime,
kF: Fermi wavevector, d: distance from charges to electrons,
qs = g m / kappa: screening wavevector, g: spin times valley degeneracy,
m: effective mass, kappa: dielectric constant, n_i: charges per area.
Hartree atomic units inside; engineering units in the printed example.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.special import j0

NODES, WEIGHTS = np.polynomial.legendre.leggauss(40)


def angular_integrals(kF, potential, angle_scale):
    """Integrals over 0..pi of |U|^2 and of |U|^2 (1 - cos theta)."""
    edges = np.array([0, 0.05, 0.3, 1, 3, 8, 20]) * angle_scale
    edges = np.unique(np.minimum(edges, np.pi))
    total_q = total_t = 0.0
    for low, high in zip(edges[:-1], edges[1:]):
        theta = 0.5 * (high + low) + 0.5 * (high - low) * NODES
        weight = 0.5 * (high - low) * WEIGHTS
        s = np.sin(theta / 2)
        square = potential(2 * kF * s) ** 2
        total_q += np.sum(weight * square)
        total_t += np.sum(weight * square * 2 * s**2)
    return total_q, total_t


def lifetime_ratio(kF, d, potential):
    out_rate, transport_rate = angular_integrals(kF, potential, 1 / (kF * d))
    return out_rate / transport_rate


def uniform_potential(d, kappa, qs):
    return lambda q: 2 * np.pi * np.exp(-q * d) / (kappa * (q + qs))


def stack_potential(d, kappa, qs, kappa_ox, t_ox,
                    self_form=None, ext_form=None, local_field=None):
    """Charges at the oxide interface, metal gate on top of the oxide."""
    def potential(q):
        H = self_form(q) if self_form else 1.0
        F = ext_form(q) if ext_form else 1.0
        G = local_field(q) if local_field else 0.0
        top = kappa_ox / np.tanh(q * t_ox)
        r = (kappa - top) / (kappa + top)
        bare = 2 * np.pi / kappa * (1 + r) * F * np.exp(-q * d)
        kernel = H + r * np.exp(-2 * q * d) * F**2
        return bare / (q + qs * kernel * (1 - G))
    return potential


# ---- Test: static response of the degenerate gas is constant up to 2 kF
def response_over_dos(q):
    """Static polarization (kF = 1) divided by the density of states."""
    def chord(u):
        return 2 * np.sqrt(max(1 - u * u, 0.0))

    def integrand(k):
        return (chord(k - q / 2) - chord(k + q / 2)) / k
    cuts = sorted({0.0, abs(1 - q / 2), 1 + q / 2})
    total = sum(quad(integrand, a, b, limit=200)[0]
                for a, b in zip(cuts[:-1], cuts[1:]))
    return 2 * total / (2 * np.pi * q)


for q_test in (0.2, 1.0, 1.9):
    assert abs(response_over_dos(q_test) - 1) < 1e-5
response_beyond = response_over_dos(3.0)
assert response_beyond < 0.9


# ---- Test: screened potentials against a finite-difference Poisson solution
def poisson_mode(q, kappa, qs, kappa_ox, t_ox):
    """Potential at the electron plane; unit of length is d."""
    per_d = 400
    h = 1.0 / per_d
    n_top = int(round(t_ox * per_d))
    n_cells = n_top + int(round((1 + 12 / q) * per_d))
    cell = np.where(np.arange(n_cells) < n_top, kappa_ox, kappa)
    up, down = cell[:-1], cell[1:]
    diagonal = -(up + down) / h - h * q**2 * (up + down) / 2
    electron = n_top + per_d - 1
    diagonal[electron] -= 2 * kappa * qs
    bands = np.zeros((3, n_cells - 1))
    bands[0, 1:] = down[:-1] / h
    bands[1] = diagonal
    bands[2, :-1] = up[1:] / h
    source = np.zeros(n_cells - 1)
    source[n_top - 1] = -4 * np.pi
    return solve_banded((1, 1), bands, source)[electron]


for q_test in (0.5, 1.0, 2.0):
    numeric = poisson_mode(q_test, 12.0, 5.0, 12.0, 25.0)
    formula = uniform_potential(1.0, 12.0, 5.0)(q_test)
    assert abs(numeric / formula - 1) < 1e-3
    numeric = poisson_mode(q_test, 12.0, 5.0, 20.0, 0.5)
    formula = stack_potential(1.0, 12.0, 5.0, 20.0, 0.5)(q_test)
    assert abs(numeric / formula - 1) < 1e-3

# ---- Test: variance of the potential of randomly placed charges
# Unit d, one charge per d^2, fully screened potential with U0 = 1.
rng = np.random.default_rng(7)
disc = 15.0
samples = np.empty(10000)
for i, count in enumerate(rng.poisson(np.pi * disc**2, samples.size)):
    r_squared = disc**2 * rng.random(count)
    samples[i] = np.sum((1 + r_squared) ** -1.5) / (2 * np.pi)
variance_ratio = samples.var() * 8 * np.pi
assert abs(variance_ratio - 1) < 0.07   # statistical error is about 1.5 %


# ---- Test: lifetimes from straight paths through the random potential
def correlator(x, y=0.0):
    return (1 + (x * x + y * y) / 4) ** -1.5 / (8 * np.pi)


for x_test in (0.0, 1.0, 3.0):
    direct = quad(lambda q: q * np.exp(-2 * q) * j0(q * x_test),
                  0, 30, limit=200)[0] / (2 * np.pi)
    assert abs(direct / correlator(x_test) - 1) < 1e-6


def force_correlator(x, step=0.01):
    return 2 * (correlator(x) - correlator(x, step)) / step**2


k_path = 100.0
dephasing = 2 * quad(correlator, 0, np.inf)[0] / k_path
deflection = (2 * quad(force_correlator, 0, 200, limit=200)[0]
              / (2 * k_path**2) / k_path)
golden_q, golden_t = angular_integrals(k_path, lambda q: np.exp(-q),
                                       1 / k_path)
assert abs(dephasing / (golden_q / np.pi) - 1) < 1e-3
assert abs(deflection / (golden_t / np.pi) - 1) < 1e-3
path_over_law = dephasing / deflection / (2 * k_path) ** 2
assert abs(path_over_law - 1) < 1e-3

# ---- Test: transport lifetime from the Boltzmann collision matrix
n_angles = 600
angles = 2 * np.pi * np.arange(n_angles) / n_angles
transfer = 10 * np.abs(np.sin((angles[:, None] - angles[None, :]) / 2))
scatter = np.exp(-2 * transfer) * 2 * np.pi / n_angles
collision = np.diag(scatter.sum(axis=1)) - scatter + 1.0 / n_angles
response = np.linalg.solve(collision, np.cos(angles))
matrix_rate = 1 / (2 * np.mean(response * np.cos(angles)))
integral_rate = 2 * angular_integrals(5.0, lambda q: np.exp(-q), 0.2)[1]
assert abs(matrix_rate / integral_rate - 1) < 3e-3

# ---- Test: the limit law and its two corrections
offsets = {}
for kd in (5.0, 20.0):
    offsets[kd] = lifetime_ratio(kd, 1.0, lambda q: np.exp(-q)) - (2 * kd)**2
assert abs(offsets[20.0] + 1.25) < 0.01
screen_factor = {}
for a in (0.1, 1.0, 10.0, 100.0):
    screen_factor[a] = (lifetime_ratio(2000.0, 1.0,
                                       uniform_potential(1.0, 1.0, a))
                        / 4000.0**2)
assert abs((screen_factor[100.0] - 1 - 2 / 100) * 100**2 + 1.5) < 0.06
assert screen_factor[0.1] > 5
near_gate = lifetime_ratio(200.0, 1.0, stack_potential(
    1.0, 12.0, 1e6, 12.0, 1e-3)) / 400.0**2
assert abs(near_gate / (5 / (2 * np.pi**2)) - 1) < 0.01

# ---- Worked example: gated silicon quantum well, rough typical inputs
bohr = const.value("Bohr radius")
nm = 1e-9 / bohr
per_cm2 = (bohr * 100) ** 2
meV = 1e-3 / const.value("Hartree energy in eV")
kelvin = const.value("kelvin-hartree relationship")
ps = 1e-12 / const.value("atomic unit of time")

density, charges = 5e11 * per_cm2, 1e12 * per_cm2
mass, g, kappa, kappa_ox = 0.19, 4, 12.0, 9.0
d, t_ox, width = 40 * nm, 100 * nm, 10 * nm
temperature = 1.5 * kelvin

kF = np.sqrt(4 * np.pi * density / g)
fermi = kF**2 / (2 * mass)
qs = g * mass / kappa
law = (2 * kF * d) ** 2
ideal = uniform_potential(d, kappa, qs)
sum_q, sum_t = angular_integrals(kF, ideal, 1 / (kF * d))
tau_q = np.pi / (charges * mass * sum_q)
tau_t = np.pi / (charges * mass * sum_t)
ratio = tau_t / tau_q
tau_q_law = g**2 * mass * kF * d / (2 * np.pi * charges)
tau_t_law = 2 * g**2 * mass * (kF * d) ** 3 / (np.pi * charges)
corrected = law * (1 + 2 / (qs * d) - 1.5 / (qs * d) ** 2) - 1.25
assert abs(corrected / ratio - 1) < 5e-3
assert abs(tau_q_law / tau_q - 1) < 0.05
assert abs(tau_t_law / tau_t - 1) < 0.12   # corrections 3/(qs d), 6/(4 kF d)^2


def mobility(tau):
    """Drude mobility in cm^2/Vs from a lifetime in atomic units."""
    return (const.e * tau / ps * 1e-12 / (mass * const.m_e)) * 1e4


# Neglected effects, each as a change of the ratio of the ideal model
z = (np.arange(60) + 0.5) / 60 * width
profile = np.sin(np.pi * z / width) ** 2
profile /= profile.sum()
gap = np.abs(z[:, None] - z[None, :])


def self_form(q):
    return np.array([profile @ np.exp(-k * gap) @ profile for k in q])


def ext_form(q):
    return np.exp(-np.outer(q, z - width / 2)) @ profile


def hubbard(q):
    return q / (g * np.sqrt(q**2 + kF**2))


far = 1e4 * d
variants = {
    "gate and dielectric step": stack_potential(d, kappa, qs, kappa_ox, t_ox),
    "10 nm well width": stack_potential(d, kappa, qs, kappa, far,
                                        self_form, ext_form),
    "exchange (Hubbard)": stack_potential(d, kappa, qs, kappa, far,
                                          local_field=hubbard),
    "these three together": stack_potential(d, kappa, qs, kappa_ox, t_ox,
                                            self_form, ext_form, hubbard),
    "10 nm oxide instead of 100": stack_potential(d, kappa, qs, kappa_ox,
                                                  10 * nm),
}
variant_ratio = {name: lifetime_ratio(kF, d, pot)
                 for name, pot in variants.items()}

# Thermal average at fixed density
chemical = fermi + temperature * np.log1p(-np.exp(-fermi / temperature))
x = np.linspace(-14, 14, 281)
energies = chemical + temperature * x
assert energies.min() > 0
window = 1 / (4 * np.cosh(x / 2) ** 2)
pairs = np.array([angular_integrals(np.sqrt(2 * mass * e), ideal,
                                    1 / (np.sqrt(2 * mass * e) * d))
                  for e in energies])
mean_t = np.sum(energies * window / pairs[:, 1]) / np.sum(energies * window)
mean_q_rate = np.sum(window * pairs[:, 0]) / np.sum(window)
thermal_ratio = mean_t * mean_q_rate
assert abs(thermal_ratio / ratio - 1) < 0.05

# Strength of the random potential, and charges inside the channel
v_fermi = kF / mass
rms = np.sqrt(charges / (8 * np.pi)) * 2 * np.pi / (g * mass) / d
phase = rms * 2 * d / v_fermi
local_q, local_t = angular_integrals(kF, uniform_potential(0.0, kappa, qs),
                                     1.0)
local_charges = charges * sum_t / local_t
mixed_ratio = ((charges * sum_q + local_charges * local_q)
               / (charges * sum_t + local_charges * local_t))
assert abs(mixed_ratio / ratio - 0.5) < 0.01
phonon = 50 * meV
occupation = 1 / np.expm1(phonon / temperature)
field = (density / per_cm2 * 1e4 * const.e
         / (kappa_ox * const.epsilon_0)) / 1e8

print("GENERAL CHECKS")
print(f"response / DOS at q = 3 kF: {response_beyond:.4f}")
print(f"sampled / predicted variance: {variance_ratio:.3f}")
print(f"straight-path ratio / law: {path_over_law:.5f}")
for kd, offset in offsets.items():
    print(f"ratio minus law, full screening, kF d = {kd:.0f}: {offset:.4f}")
for a, factor in screen_factor.items():
    print(f"ratio / law at qs d = {a:g}: {factor:.4f}")
print(f"ratio / law, gate very near: {near_gate:.4f}")
print("EXAMPLE INPUTS (rough typical values)")
print(f"electron density: {density / per_cm2:.1e} cm^-2")
print(f"remote charge density: {charges / per_cm2:.1e} cm^-2")
print(f"separation d: {d / nm:.0f} nm")
print(f"mass: {mass} m_e; spin-valley degeneracy: {g}")
print(f"dielectric constants: {kappa:.0f} (channel), {kappa_ox:.0f} (oxide)")
print(f"oxide: {t_ox / nm:.0f} nm; well: {width / nm:.0f} nm")
print(f"temperature: {temperature / kelvin:.1f} K")
print("EXAMPLE RESULTS")
print(f"Fermi wavevector: {kF * nm:.4f} nm^-1")
print(f"Fermi energy: {fermi / meV:.3f} meV")
print(f"screening wavevector: {qs * nm:.3f} nm^-1")
print(f"kF d: {kF * d:.3f}; qs d: {qs * d:.2f}")
print(f"mean scattering angle 1/(2 kF d): {1 / (2 * kF * d):.4f} rad")
print(f"law (2 kF d)^2: {law:.2f}")
print(f"law with both corrections: {corrected:.2f}")
print(f"ratio by quadrature: {ratio:.2f}")
print(f"quantum lifetime: {tau_q / ps:.3f} ps (limit {tau_q_law / ps:.3f})")
print(f"transport lifetime: {tau_t / ps:.1f} ps (limit {tau_t_law / ps:.1f})")
print(f"mobility from tau_t: {mobility(tau_t):.3e} cm^2/Vs")
print(f"false mobility from tau_q: {mobility(tau_q):.3e} cm^2/Vs")
print("NEGLECTED EFFECTS: ratio (change)")
for name, value in variant_ratio.items():
    print(f"{name}: {value:.1f} ({100 * (value / ratio - 1):+.1f} %)")
print(f"temperature: {thermal_ratio:.1f} "
      f"({100 * (thermal_ratio / ratio - 1):+.1f} %)")
print(f"kT / Fermi energy: {temperature / fermi:.4f} at 1.5 K, "
      f"{300 * kelvin / fermi:.1f} at 300 K")
print(f"rms random potential: {rms / meV:.3f} meV")
print(f"phase over one correlation length 2d: {phase:.3f} rad")
print(f"channel charges that halve ratio: {local_charges / per_cm2:.2e} cm^-2")
print(f"occupation of a rough 50 meV oxide phonon: {occupation:.0e}")
print(f"oxide field from the electrons: {field:.3f} MV/cm")
print("no test failed")
```

Running it gives:

```
GENERAL CHECKS
response / DOS at q = 3 kF: 0.2546
sampled / predicted variance: 1.004
straight-path ratio / law: 1.00003
ratio minus law, full screening, kF d = 5: -1.3201
ratio minus law, full screening, kF d = 20: -1.2538
ratio / law at qs d = 0.1: 12.9176
ratio / law at qs d = 1: 2.5358
ratio / law at qs d = 10: 1.1883
ratio / law at qs d = 100: 1.0199
ratio / law, gate very near: 0.2538
EXAMPLE INPUTS (rough typical values)
electron density: 5.0e+11 cm^-2
remote charge density: 1.0e+12 cm^-2
separation d: 40 nm
mass: 0.19 m_e; spin-valley degeneracy: 4
dielectric constants: 12 (channel), 9 (oxide)
oxide: 100 nm; well: 10 nm
temperature: 1.5 K
EXAMPLE RESULTS
Fermi wavevector: 0.1253 nm^-1
Fermi energy: 3.150 meV
screening wavevector: 1.197 nm^-1
kF d: 5.013; qs d: 47.87
mean scattering angle 1/(2 kF d): 0.0997 rad
law (2 kF d)^2: 100.53
law with both corrections: 103.42
ratio by quadrature: 103.35
quantum lifetime: 2.133 ps (limit 2.095)
transport lifetime: 220.5 ps (limit 210.6)
mobility from tau_t: 2.041e+06 cm^2/Vs
false mobility from tau_q: 1.975e+04 cm^2/Vs
NEGLECTED EFFECTS: ratio (change)
gate and dielectric step: 80.2 (-22.4 %)
10 nm well width: 93.4 (-9.7 %)
exchange (Hubbard): 94.4 (-8.7 %)
these three together: 66.9 (-35.3 %)
10 nm oxide instead of 100: 39.6 (-61.7 %)
temperature: 104.7 (+1.3 %)
kT / Fermi energy: 0.0410 at 1.5 K, 8.2 at 300 K
rms random potential: 0.314 meV
phase over one correlation length 2d: 0.500 rad
channel charges that halve ratio: 4.17e+08 cm^-2
occupation of a rough 50 meV oxide phonon: 1e-168
oxide field from the electrons: 0.101 MV/cm
no test failed
```
